Exposure dose, secondary-electron blur and counting noise

**One plane of absorbed photons**

Suppose that all the photons absorbed in a resist are absorbed in one plane, x = 0. Each sets free a few electrons, which wander away from the plane until they are captured. A capture is counted as one activation event: an attempt to convert an acid generator, counted even if that generator has already been used. The events form a cloud on both sides of the plane, and the width of the cloud is the blur.

Now double the exposure. If the electrons of different photons do not influence one another, the second half of the photons produces on average a cloud of the same shape as the first half. Every mean event density doubles. The density at the centre doubles, and so does the density at the place where it was half the central value. That place is therefore still the half-maximum point, and the width has not changed.

This contradicts the idea that a larger dose narrows the electron blur. What improves is the certainty with which the cloud is sampled. To put numbers on both statements we need the shape of the cloud.

**The shape of the cloud**

Let N electrons per unit area start at x = 0 at time zero, and let n(x,t) be their number per unit volume. As a model, they diffuse with constant D and are captured at rate γ:

∂n/∂t = D ∂²n/∂x² − γn.

The density of events left behind is g(x) = γ∫n dt, taken over all times. Integrate the equation over time. The left side gives the final density, zero, minus the initial density Nδ(x):

−Nδ(x) = (D/γ) g″ − g.

With λ² = D/γ this becomes

g − λ²g″ = Nδ(x).

Away from the plane, g = λ²g″, and the solution that vanishes at large distance is g = A exp(−|x|/λ). Integrating across x = 0 leaves only the jump in slope:

−λ²[g′(0⁺) − g′(0⁻)] = N.

The two slopes are −A/λ and +A/λ, so 2λA = N and A = N/(2λ). Dividing g by N gives the normalized kernel

K(x) = exp(−|x|/λ)/(2λ), with ∫K dx = 1.

The dose enters through N, and N has cancelled. The mean square displacement along x is

∫x²K dx = (1/λ)∫₀^∞ x² exp(−x/λ) dx = 2λ²,

so the rms width is √2 λ. The half-maximum points are at |x| = λ ln 2, and the full width at half maximum is 2λ ln 2.

For λ = 2 nm the rms width is 2.83 nm (28.3 Å) and the full width at half maximum is 2.77 nm. Stepping the diffusion equation forward in time and adding up the captures also gives an rms width of 2.828 nm.

**The same kernel in a line pattern**

A lithographic image has bright and dark lines. Let F be the mean energy fluence, which is the dose. In atomic units a photon of angular frequency ω has energy ω, so F/ω photons arrive per unit area. Let α be the absorption coefficient, and neglect the weakening of the light through the film. The density of absorbed photons is then

ρ(x) = ρ̄[1 + V cos qx], ρ̄ = αF/ω, q = 2π/P.

Here P is the pitch and V the optical contrast. If a photon produces M events, with mean m, the mean event density is m times the convolution of ρ with K. The constant term is unchanged, because K is normalized. For the cosine,

∫K(u) cos q(x − u) du = cos qx ∫K(u) cos qu du,

since the term containing sin qu is odd and integrates to zero. The remaining integral is

(1/λ)∫₀^∞ exp(−u/λ) cos qu du = (1/λ)(1/λ)/(1/λ² + q²) = 1/(1 + q²λ²).

The mean event density is therefore

E(x) = mρ̄[1 + V′ cos qx], V′ = V/(1 + q²λ²).

Its normalized contrast is

(E_max − E_min)/(E_max + E_min) = 2mρ̄V′/(2mρ̄) = V′.

The dose sits in ρ̄ and cancels. Lines much wider than the blur have qλ ≪ 1 and keep nearly all their contrast. For qλ ≫ 1 the contrast falls as 1/(qλ)². Neither limit can be exchanged for the other by exposing longer.

Take P = 32 nm, V = 0.8 and λ = 2 nm. Then q = 0.19635 nm⁻¹, (qλ)² = 0.154, and the transfer factor is 1/1.154 = 0.866. The contrast is

V′ = 0.8 × 0.8664 = 0.693

at 10, 20 and 40 mJ/cm² alike.

**What the dose does improve**

Count the events in a strip of width w = 4 nm and length 20 nm, through a film 30 nm thick. Its centre is at x = P/4, halfway between the brightest and darkest positions. At a wavelength of 13.5 nm the photon energy is 91.84 eV, and 1 mJ/cm² brings 0.6796 photons per nm². With α = 0.005 nm⁻¹, a dose of 20 mJ/cm² gives

ρ̄ = 0.005 × 0.6796 × 20 = 0.0680 absorbed photons per nm³.

Let M take the values 1, 2, 3, 4, 5 with probabilities 0.1, 0.2, 0.4, 0.2, 0.1. Then m = 3, ⟨M²⟩ = 10.2 and ⟨M(M−1)⟩ = 7.2. The mean count is

N̄ = 0.06796 × 3 × (4 × 20 × 30) = 489.

If the events were independent, the variance would equal the mean. They are not, because one photon can place several events in the strip. Divide the film into volume elements dV so small that each absorbs at most one photon, with probability ρ dV. Let an absorbed photon place k events in the strip. The element then contributes ρ dV ⟨k⟩ to the mean. It contributes ρ dV ⟨k²⟩ to the variance, because the squared mean that must be subtracted is of order dV² and vanishes in the sum. Different elements are independent, so their variances add:

N̄ = ∫ρ⟨k⟩dV, σ² = ∫ρ⟨k²⟩dV.

Both integrals are proportional to the dose. Clustering changes the size of the noise, but not its dependence on dose.

To find that size, let the M events of a photon be displaced independently, and let p(x) be the probability that an event starting at x lands in the strip. Traffic through the strip ends and the film faces is left out here. For given M there are M(M−1) ordered pairs of different events, each pair landing inside with probability p². Since k² = k + k(k−1),

⟨k²⟩ = mp + ⟨M(M−1)⟩p².

Write x = P/4 + u. Then cos qx = −sin qu is odd in u, while p and p² are even about the strip centre, so the modulation drops out of both integrals. What remains is ∫p dx = w and J = ∫p² dx, and the ratio of variance to mean is

R = σ²/N̄ = 1 + [⟨M(M−1)⟩/m] J/w.

The quantity p² is the probability that two events from the same x both land in the strip. Integrating over x first requires

C(u) = ∫K(x)K(u − x)dx.

For u > 0, the stretch between 0 and u contributes u exp(−u/λ)/(4λ²). The two outer stretches together contribute λ exp(−u/λ)/(4λ²). Hence

C(u) = (1 + |u|/λ) exp(−|u|/λ)/(4λ).

Two points of the strip lie a distance u apart with weight 2(w − u), so J = 2∫₀^w (w − u)C(u)du. With u = λt and s = w/λ,

J = (λ/2) I(s), I(s) = ∫₀^s (s − t)(1 + t)e^(−t) dt.

Differentiate with respect to s. The integrand vanishes at the upper limit, so

I′(s) = ∫₀^s (1 + t)e^(−t) dt = 2 − (2 + s)e^(−s).

Integrating once more from I(0) = 0 gives

I(s) = 2s − 3 + (3 + s)e^(−s).

For s = 2 this is 1 + 5e^(−2) = 1.677, so J = 1.677 nm and

R = 1 + (7.2/3)(1.677/4) = 2.01.

The relative noise at 20 mJ/cm² is √(2.006/489.3) = 6.4 percent. At 10 mJ/cm² the mean count is 245 and the noise 9.05 percent. At 40 mJ/cm² they are 979 and 4.53 percent. Four times the dose has halved the relative noise.

Two limits show what R means. For a very narrow strip, I(s) ≈ s²/2, so J/w ≈ w/(4λ) tends to zero and R tends to 1: two events of one photon seldom land in the strip together. For a very wide strip J/w tends to 1 and R tends to 1 + 7.2/3 = 3.4. The strip then collects nearly whole clusters. The same 3.4 holds at any width if all events of a photon land at one point, because then ⟨k²⟩ = ⟨M²⟩p and R = ⟨M²⟩/m.

These formulas were compared with 1200 simulated exposures at each dose. Photons were placed at random, and each electron diffused for a random time until capture. From 10 to 40 mJ/cm² the noise came out as 9.33, 6.42 and 4.58 percent, and the blur as 2.832, 2.827 and 2.830 nm. The contrasts were 0.694, 0.690 and 0.694. The middle one lies 0.003 below the formula. That is about three standard errors, an unusually large chance deviation, but the three show no trend with dose. A run with all events of a photon landing together gave R = 3.42. The simulation assumes independent cascades; it tests the consequences of that assumption, not the assumption itself.

**The general statement**

The exponential kernel and the cosine pattern are not needed. Suppose that

1. photons are absorbed independently, with density ρ(r) = F a(r), where a does not depend on the dose F;
2. the statistics of the cascade started by one photon do not depend on F or on other cascades;
3. every event is counted, and no events come from sources unrelated to the exposure.

Then the normalized blur kernel and the normalized contrast of the mean event image do not depend on F, and the relative noise of the count in a fixed region is proportional to F^(−1/2).

Proof. Let G(r|r′) be the mean event density at r caused by one photon absorbed at r′. By condition 2 it does not depend on F. Means add, whether or not the events of one cascade are correlated, so

E(r) = ∫G(r|r′)ρ(r′)dr′ = F ∫G(r|r′)a(r′)dr′ = F e(r),

where e(r) is independent of F. The normalized kernel is G divided by its integral over r, and it contains no F. The contrast is

(F e_max − F e_min)/(F e_max + F e_min) = (e_max − e_min)/(e_max + e_min).

For the noise, let a photon absorbed at r′ place k events in the chosen region. The argument with small volume elements used nothing about the kernel, so

N̄ = F∫a⟨k⟩dr′, σ² = F∫a⟨k²⟩dr′.

Therefore

σ/N̄ = F^(−1/2) [∫a⟨k²⟩dr′]^(1/2) / ∫a⟨k⟩dr′,

and the factor after F^(−1/2) does not depend on dose. This completes the proof.

Condition 3 matters. Add a constant density b of events that would occur without exposure. In the line pattern the contrast becomes

mρ̄V′/(mρ̄ + b).

This rises with dose towards V′ as the exposure outweighs the background. The electron kernel has not changed, so a rise in contrast with dose is not by itself evidence of a narrower blur.

**Why the printed line changes**

Suppose that development responds wherever the event density exceeds a fixed threshold, chosen so that the edge lies at x = P/4 when the dose is F₀. There the cosine vanishes, so the threshold is the mean density at dose F₀. At another dose the edge x_e satisfies

F[1 + V′ cos qx_e] = F₀.

Solving for the cosine, and using 2x_e for the width of the region above threshold,

width = 2x_e = (P/π) arccos[(F₀/F − 1)/V′].

With F₀ = 20 mJ/cm² the width is 14.36 nm at 18 mJ/cm², 16.00 nm at 20 and 17.34 nm at 22. At 10 mJ/cm² the argument would be 1/0.693, which exceeds 1: no point reaches the threshold. The edge has moved along an image whose normalized shape is fixed. Whether the region above threshold stays or dissolves depends on the tone of the resist.

The edge also becomes steadier. If the threshold is rescaled with the dose, so that the mean edge stays in place, a small count fluctuation σ shifts the edge by about σ/|dN̄/dx|. The numerator grows as √F and the slope as F, so the shift falls as F^(−1/2). A line can thus look sharper at higher dose while the electron kernel keeps its width.

**When electrons remove one another**

Condition 2 fails if electrons from different cascades meet and remove one another before capture. A mean-field model adds a loss term:

∂n/∂t = D ∂²n/∂x² − γn − βn².

Start again with N electrons per unit area in the plane x = 0. Let N_c = γ∫∫n dx dt be the number captured. Multiply the equation by x² and integrate over x and t. The left side is zero, because the second moment vanishes at the start, when all electrons are at x = 0, and at the end, when none are left. Two integrations by parts turn the diffusion term into 2D∫∫n dx dt = 2λ²N_c. Thus

0 = 2λ²N_c − γ∫∫x²n dx dt − β∫∫x²n² dx dt.

Dividing by N_c gives the mean square position of the captured electrons:

⟨x²⟩ = 2λ² − (β/N_c)∫∫x²n² dx dt.

The subtracted term is positive, so in this model the rms width does shrink. Electrons lost away from the plane would have contributed wide displacements.

The strength of the loss is measured by the pure number βN/(λγ). Here N counts electrons released at the same moment, so the strength is proportional to dose only if the whole dose arrives within one cascade lifetime. If the dose is raised by exposing longer at the same intensity, the density of electrons alive together stays the same, and once the exposure lasts several lifetimes the width hardly changes with dose. At strength 0.4 the rms width is 2.81 nm, and at 4.0 it is 2.73 nm, against 2.83 nm without loss. Both strengths are chosen to make the effect visible; they are not estimates for the exposure described above. With the cascade lifetime of 1 ps assumed in the last section, the strength would be far smaller. At the larger strength the rms width has narrowed by about 3.5 percent. The full width at half maximum, which follows the core of the profile, shrinks much more, from 2.77 to about 2.2 nm. The result belongs to a planar point source; for a source of finite width the second moment at the start is not zero and the sign needs a new calculation. The term βn² is also only an illustration, since electrons do not destroy one another; a more physical loss is recombination with the positive ions left behind. If those ions sit fixed in the plane x = 0, the loss occurs only where x² = 0, so the subtracted term vanishes. Fewer electrons are then captured, but the kernel keeps its shape and width. Whether a loss narrows the cloud thus depends on where it acts. In either case the number of events per photon depends on the other cascades, so condition 2 is a real restriction.

**From events to acid**

A generator can be converted once. Let H be the mean number of hits per generator at a given place. If hits fall at random on the generators, the chance of no hit is e^(−H), and the converted fraction is

f = 1 − e^(−H).

This neglects repeated hits on one generator by the same cascade. In the line pattern H = H̄(1 ± V′) at the bright and dark extremes. For small H̄ use f ≈ H − H²/2. Then

f_max − f_min ≈ 2H̄V′(1 − H̄),

f_max + f_min ≈ 2H̄[1 − H̄(1 + V′²)/2].

Dividing, and keeping the first order in H̄,

acid contrast ≈ V′[1 − H̄(1 − V′²)/2].

Dose now lowers the contrast, because the bright regions run out of unused generators first. With 0.25 generators per nm³, a dose of 20 mJ/cm² gives H̄ = 3 × 0.0680/0.25 = 0.816, which is not small, so the full expression for f is used. It gives acid contrasts of 0.618, 0.543 and 0.408 at 10, 20 and 40 mJ/cm². The loss reaches 5 percent of V′ at 4.67 mJ/cm². Below that dose the acid contrast stays within 5 percent of V′; above it, a contrast independent of dose should be expected only of the electron events.

Saturation does not widen the electron kernel as long as used generators capture electrons as well as fresh ones, which is assumed here. If they capture less, γ falls as generators are used up, λ = √(D/γ) grows with dose, and condition 2 fails. Since f rises steadily with H, a contour of constant H is also a contour of constant f. Before the acid diffuses, saturation thus leaves the edge in place if the acid threshold is the value of f that corresponds to the event threshold.

**The model beside a real resist**

The parameters are round values in the rough regime of chemically amplified resists for extreme ultraviolet light; they do not describe a particular product. If acid is counted instead of events, used generators matter at such doses: at 20 mJ/cm² they lower the contrast from 0.693 to 0.543. Acid diffusion during the bake is also large. For an rms displacement of 5 nm along x, a Gaussian spread multiplies a cosine modulation of period P by 0.618. That factor is independent of dose if the diffusion is linear. A saturated acid image also contains shorter periods, which are damped more strongly, so the factor by which its contrast falls does depend on dose. The light weakens by 13.9 percent through the film. For uniform starting points, 10.0 percent of events would be displaced through the strip ends. If the resist continued beyond the film faces, 6.7 percent would end outside them; if electrons that reach either face never return, the loss is 13.3 percent. Apart from the used generators, these effects change the counts or their clustering, but not the scaling with dose. Used generators do change the scaling: the acid count saturates, so its relative noise no longer follows F^(−1/2).

Independence of the cascades can be judged at the brightest point of the 40 mJ/cm² exposure, where the local dose is 72 mJ/cm². Assume 200 pulses of 50 ns and a cascade lifetime of 1 ps. A sphere with the radius of the three-dimensional rms spread, √6 λ, then contains on average 1.2 × 10⁻⁵ other live cascades. Direct encounters between cascades are rare under these conditions. The number is proportional to the assumed lifetime: if slow electrons lived for 1 ns, it would be about 0.012. Averaged over many absorbed photons, heating is at most 12 K per pulse if no heat flows away, for a heat capacity of 1.5 J/(cm³ K); build-up from pulse to pulse is not included. Near an absorbed photon the heating is briefly larger: 91.84 eV spread evenly over the sphere just described would warm it by about 20 K.

Charge left in the film is less certain. If 0.02 electrons escape per incident photon and the relative permittivity is 3, the charge left by one pulse produces a field of about 0.3 MV/cm, estimated as charge per unit area divided by the permittivity. Over one blur length this changes an electron's energy by 0.06 eV. That is little for an electron of several eV, but more than the thermal energy at room temperature, so the slowest electrons could respond. This field points through the film. The field along x, which arises because the charge follows the line pattern, is weaker: at most about 0.1 MV/cm if the film lies on a grounded conductor. It changes the energy by about 0.02 eV over one blur length, which is comparable to the thermal energy. Adding up the charge of all pulses without any leakage would give 59 MV/cm. A real film does not reach such a field: it lies far above the breakdown fields of polymer films, and the growing potential would hold back further electrons well before. The figure shows only that charge must leak away or emission must decline during the exposure, and that condition 2 cannot be taken for granted. How much charge remains must be found for the resist and substrate in question. The numerical output below lists the main input values used here.

Values computed for the example and the checks

```
wavelength 13.5 nm, photon energy 91.84 eV
pitch 32.0 nm, film thickness 30.0 nm
optical contrast 0.8, absorption 0.005 /nm
acid generator density 0.25 /nm3
strip width 4.0 nm, strip length 20.0 nm
events per photon: [1, 2, 3, 4, 5]
their probabilities: [0.1, 0.2, 0.4, 0.2, 0.1]
mean M 3.00, mean M^2 10.20, mean M(M-1) 7.20
photons per nm2 per mJ/cm2: 0.6796
blur length 2.0 nm
kernel rms 2.828 nm = 28.28 angstrom
kernel full width at half maximum 2.773 nm
kernel rms by time stepping 2.828 nm
q 0.19635 /nm, transfer factor 0.8664
mean event-image contrast 0.6931
pair length J 1.6767 nm
variance/mean, independent displacements 2.006
variance/mean, events together 3.400, simulated 3.419
DOSE 10 mJ/cm2: absorbed 0.0340 /nm3
  mean count 244.7, relative noise 9.05 %
  simulated: noise 9.33 %, contrast 0.6941, blur rms 2.832 nm
  hits per generator 0.408, acid contrast 0.618
DOSE 20 mJ/cm2: absorbed 0.0680 /nm3
  mean count 489.3, relative noise 6.40 %
  simulated: noise 6.42 %, contrast 0.6901, blur rms 2.827 nm
  hits per generator 0.816, acid contrast 0.543
DOSE 40 mJ/cm2: absorbed 0.1359 /nm3
  mean count 978.6, relative noise 4.53 %
  simulated: noise 4.58 %, contrast 0.6937, blur rms 2.830 nm
  hits per generator 1.631, acid contrast 0.408
printed width at 18 mJ/cm2: 14.36 nm
printed width at 20 mJ/cm2: 16.00 nm
printed width at 22 mJ/cm2: 17.34 nm
acid contrast 5 % low at 4.67 mJ/cm2
mutual loss strength 0.4 (no unit): rms 2.812 nm
mutual loss strength 4.0 (no unit): rms 2.728 nm
share crossing strip ends 10.0 %
share crossing film faces 6.7 %
intensity drop through film 13.9 %
bake diffusion rms 5.0 nm: contrast factor 0.618
rough inputs: 200 pulses of 50.0 ns, cascade 1.0 ps
rough inputs: heat capacity 1.5 J/(cm3 K), permittivity 3.0
rough input: emitted electrons per photon 0.02
peak local dose for the estimates 72 mJ/cm2
other cascades alive in the blur sphere 1.2e-05
heating per pulse, no heat flow 12.0 K
charging field per pulse 0.295 MV/cm
energy from that field over blur length 0.059 eV
field if no charge ever leaked 59.0 MV/cm
```
